\section*{Carrier screening of polar and intervalley phonon scattering in doped monolayers}

\section{Two phonons, one electron gas}

A gate puts about $10^{13}$ electrons per cm$^2$ into a semiconducting monolayer whose conduction band has two equivalent valleys, at $K$ and $K'$. Two kinds of optical-energy phonon help limit the current. A polar phonon of long wavelength carries an electric field that deflects electrons within a valley. A phonon of large wavevector throws electrons from one valley to the other. The added electrons can rearrange to oppose either disturbance, yet they weaken the first much more than the second.

One might suppose that the electrons cannot respond at large wavevector. For intervalley scattering this is wrong: they respond half as strongly as at long wavelength. What differs is the Coulomb energy produced by a given density ripple, which is large for a long ripple and small for one that alternates from cell to cell.

The model has parabolic valleys of mass $m$, two spins, equilibrium phonons and golden-rule scattering. Screening is treated in the random-phase approximation (RPA): electrons respond to the external potential plus the mean Coulomb potential of their own density. Formulas use atomic units with $k_B=1$.

\section{The long-wavelength kernel}

Let a sheet at $z=0$ carry charge $\sigma e^{i\mathbf q\cdot\mathbf r}$ between media of dielectric constants $\kappa_t$ and $\kappa_b$. Outside it the potential is $\phi e^{i\mathbf q\cdot\mathbf r-q|z|}$. The layer's valence electrons have sheet polarizability $\alpha$, so they add the charge $-\nabla\cdot(-\alpha\nabla\phi)=-\alpha q^2\phi$. The jump in normal displacement gives
\begin{equation}
(\kappa_t+\kappa_b)q\phi=4\pi(\sigma-\alpha q^2\phi).
\end{equation}
With $\kappa=(\kappa_t+\kappa_b)/2$ and $r_0=2\pi\alpha$,
\begin{equation}
\phi=W_0(q)\,\sigma,\qquad W_0(q)=\frac{2\pi}{q(\kappa+r_0q)}.
\end{equation}
An electron has charge $-1$, and so does each electron making up a density ripple $\delta n$. The two signs cancel, and the ripple produces the potential energy $W_0\,\delta n$.

If the carriers respond as $\delta n=\chi V$ to the total potential energy $V$, then $V=V_{\rm ext}+W_0\chi V$, or
\begin{equation}
V=\frac{V_{\rm ext}}{\epsilon(q,\omega)},\qquad \epsilon=1-W_0(q)\chi(q,\omega).
\end{equation}

The polar phonon supplies $V_{\rm ext}$. A longitudinal displacement $u$ with Born charge $Z$ in a cell of area $A_c$ gives the polarization $Zu/A_c$, hence charge of magnitude $qZu/A_c$ and potential energy $qW_0Zu/A_c$. For reduced mass $M$ and sample area $A$, the one-phonon amplitude is $u=\sqrt{A_c/(2AM\omega)}$. Thus
\begin{equation}
A|g|^2=\frac{(2\pi)^2Z^2}{2M\omega A_c(\kappa+r_0q)^2}.
\end{equation}
The factor $q$ from the divergence cancels the $1/q$ of the Coulomb potential. The bare vertex is therefore finite as $q\to0$, while the kernel that screens it diverges.

\section{What the carriers can do}

Linear response of the four spin-valley species gives
\begin{equation}
\chi(q,\omega)=\frac4A\sum_{\mathbf k}
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\omega+E_{\mathbf k}-E_{\mathbf k+\mathbf q}+i0}.
\end{equation}
In the static limit, $q\to0$ at $\omega=0$, each fraction becomes $f'(E)$. The density of states is $2m/\pi$, so
\begin{equation}
\Pi(0)\equiv-\chi=\frac{2m}{\pi}\int_0^\infty(-f')\,dE
=\frac{2m}{\pi}f(0)=\frac{2m}{\pi}\left(1-e^{-E_F/T}\right).
\end{equation}
The last step uses $n=(2m/\pi)T\ln(1+e^{\mu/T})$ and the zero-temperature Fermi energy $E_F=\pi n/2m$, which together give $e^{E_F/T}=1+e^{\mu/T}$.

The opposite limit is $q\to0$ at fixed $\omega$. Relabelling the second term of the sum gives
\begin{equation}
\chi=\frac4A\sum_{\mathbf k}f_{\mathbf k}\left[\frac1{\omega-\Delta_+}-\frac1{\omega+\Delta_-}\right],\qquad
\Delta_\pm=\frac{q^2}{2m}\pm\frac{\mathbf k\cdot\mathbf q}{m}.
\end{equation}
To first order in $\Delta/\omega$ the bracket is $(\Delta_++\Delta_-)/\omega^2=q^2/(m\omega^2)$. Hence
\begin{equation}
\chi\to\frac{nq^2}{m\omega^2},\qquad
\epsilon\to1-\frac{\omega_p^2}{\omega^2},\qquad
\omega_p^2=\frac{2\pi nq}{m(\kappa+r_0q)}.
\end{equation}
Since $\omega_p\to0$ with $q$, screening disappears in this limit, and near $\omega_p=\omega$ the field is amplified. Long wavelength alone does not guarantee strong screening; the carriers must also keep up with the phonon.

Energy conservation keeps most scattering away from the dangerous region. An electron absorbing the phonon satisfies $\omega=\Delta_+$, so $\omega/q$ equals the mean of its initial and final velocities along $\mathbf q$. Very small $q$ therefore requires very fast electrons, which are exponentially rare.

\section{The ripple between valleys}

Let $\mathbf Q=\mathbf K'-\mathbf K$, and let the phonon wavevector be $\mathbf Q+\mathbf p$ with $p$ small. It connects a state near $K$ to one near $K'$, and both lie at the bottom of the band. Their energy difference is $E_{\mathbf k+\mathbf p}-E_{\mathbf k}$, with each momentum measured from its own valley. Starting from $K'$, the same wavevector leads near $\Gamma$, which is high in energy in the lattice band used here and contributes little. One ordered valley pair remains in place of two intravalley terms:
\begin{equation}
\chi_{\rm iv}(p,\omega)\simeq\tfrac12\chi(p,\omega).
\end{equation}
Extending one parabola out to $Q$ would instead make every energy denominator $Q^2/2m$ and give $-\chi\simeq4mn/Q^2$. That misses the second valley.

The Coulomb kernel now has to be found on the atomic scale. Take one orbital per site of a triangular lattice, with a Gaussian density of standard deviation $s$ in each direction. If $U(R)$ is the repulsion between two such densities, a site-density ripple at $\mathbf Q$ feels
\begin{equation}
J_0=A_c\sum_{\mathbf R}U(R)e^{i\mathbf Q\cdot\mathbf R}
=\sum_{\mathbf G}\tilde U(|\mathbf Q+\mathbf G|),
\end{equation}
where the second form follows from Poisson summation over reciprocal vectors $\mathbf G$. The transform is
\begin{equation}
\tilde U(q)=\int\frac{dk_z}{2\pi}\,\frac{4\pi}{q^2+k_z^2}\,e^{-(q^2+k_z^2)s^2}.
\end{equation}
Differentiating with respect to $s$ cancels the denominator and leaves a Gaussian integral, $d\tilde U/ds=-4\sqrt\pi\,e^{-q^2s^2}$. Integrating from $\tilde U=2\pi/q$ at $s=0$ gives
\begin{equation}
\tilde U(q)=\frac{2\pi}{q}\,{\rm erfc}(qs).
\end{equation}
Valence electrons reduce this repulsion. I represent their effect by a short-range constant $\epsilon_s$, so $J=J_0/\epsilon_s$. Neglecting the variation of $J$ with $p$, the intervalley vertex is divided by
\begin{equation}
\epsilon_{\rm iv}=1-\tfrac12J\chi(p,\omega).
\end{equation}
Beside $\epsilon=1-W_0\chi$, the response differs by a factor of two, while the kernel has changed from a long-range to a short-range one.

\section{Sizes of the two kernels}

Take $m=0.5\,m_e$, lattice constant 0.35 nm, $r_0=5$ nm, $\kappa=2.5$, $s=0.08$ nm and $\epsilon_s=3$, at 300 K and $10^{13}$ cm$^{-2}$. Then $E_F=0.0239$ eV and $k_BT=0.0259$ eV, and the static response is $\Pi(0)=2.52$ (eV nm$^2$)$^{-1}$. A sum over the full lattice band, at the chemical potential of the parabolic model, gives 1.29 in the same units at $Q=11.97$ nm$^{-1}$. This is half of $\Pi(0)$ to within about 2\%. Roughly half of the small excess comes from transitions between the valleys and $\Gamma$: the band height there is $6/(ma^2)=7.5$ eV for lattice constant $a$, and they add about $n/(7.5\ {\rm eV})=0.013$ (eV nm$^2$)$^{-1}$. Most of the rest arises because the lattice band holds slightly more electrons at that chemical potential; at fixed density the sum is 1.28. The single-parabola value is 0.018, seventy times too small.

The mean wavevector of unscreened polar scattering, weighted by its contribution to momentum loss, is 1.21 nm$^{-1}$. In these units $2\pi$ becomes $2\pi\times1.44$ eV nm, so there
\begin{equation}
W_0=\frac{9.05}{1.207\,(2.5+5\times1.207)}=0.88\ {\rm eV\,nm^2}.
\end{equation}
The intervalley integral is $J_0=0.407$ eV nm$^2$ bare and $J=0.136$ eV nm$^2$ after valence screening. The static intervalley factor at $p=0$ is then $1+0.136\times1.29=1.18$. This value depends on the assumed orbital width: $s=0.05$ nm would give $J_0=1.05$ eV nm$^2$ and a factor of 1.45.

The bare-$J_0$ case was tested without using the response formula. A weak site potential of wavevector $Q$ was applied to the three-sublattice crystal, and the mean-field densities were iterated to self-consistency with real-space Coulomb sums. The total potential came out at 0.656 of the applied one, in agreement with $1/(1+0.407\times1.29)$.

Polar screening fades where $W_0\Pi(q)$ falls below one, with $\Pi(q)$ the static response at wavevector $q$. Keeping $\Pi(0)$ in its place gives $q(1+r_0q/\kappa)=q_s$, where $q_s=2\pi\Pi(0)/\kappa=9.13$ nm$^{-1}$. With $r_0/\kappa=2$ nm the solution is $q=1.9$ nm$^{-1}$. This is an overestimate, because $\Pi(q)$ is already well below $\Pi(0)$ there. In the numerical output the static factor $1+W_0\Pi(q)$ falls to 1.86 at 1.5 nm$^{-1}$, so it passes two slightly below that wavevector. The full factors are:

\begin{center}
\begin{tabular}{cccc}
$q$ or $p$ (nm$^{-1}$) & polar, static & polar, dynamic & intervalley\\
0.02 & 440 & 0.19 & 1.00\\
0.10 & 77 & 5.3 & 0.96\\
0.30 & 19.7 & 15.9 & 1.10\\
1.00 & 3.4 & 3.3 & 1.13\\
2.00 & 1.32 & 1.32 & 1.06
\end{tabular}
\end{center}

These are moduli of $\epsilon$, at phonon energies of 0.03 eV (polar) and 0.02 eV (intervalley). The first row shows the failure of static screening: a factor of 440 becomes a fivefold amplification of the field. Collisions, absent from this response, would weaken the amplification. The intervalley value just below one has the sign expected from the fast limit, where $\chi>0$. This dip is largely a feature of parabolic valleys. In the lattice band, trigonal warping gives the states at $K+\mathbf k$ and $K'+\mathbf k$ different energies, which changes the response at small $p$. With a 2 meV broadening, the modulus at $p=0.1$ nm$^{-1}$ is 0.99 to 1.00 on the lattice against 0.965 for parabolic valleys, while at $p=1$ nm$^{-1}$ the two agree within 0.005.

\section{From screened vertices to mobility}

A force $F$ along $x$ changes the occupation by $f(1-f)Fv_x\tau(E)/T$. Balancing the drive against scattering in and out gives the linearized Boltzmann equation
\begin{equation}
v_x=\sum_{\mathbf k'}P_{\mathbf k\mathbf k'}\frac{1-f'}{1-f}\,(v_x\tau-v_x'\tau'),
\end{equation}
where primes mark the final state and $P$ is the golden-rule rate, including absorption and emission. The mobility is
\begin{equation}
\mu_e=\frac{2}{\pi n}\int_0^\infty E\,\tau(E)\left(-\frac{df}{dE}\right)dE.
\end{equation}

A constant $\tau$ shows where screening enters. Multiply the Boltzmann equation by $v_xf(1-f)/T$ and sum over all states. The left side becomes $An/m$. On the right, symmetrizing in $\mathbf k$ and $\mathbf k'$ replaces $v_x(v_x-v_x')$ by $\tfrac12(v_x-v_x')^2$, whose angular average is $q^2/4m^2$. Emission and absorption contribute equally by detailed balance, so
\begin{equation}
\frac{An}{m}=\frac{\tau}{2m^2T}\sum_{\mathbf q}q^2\,2\pi\left|\frac g\epsilon\right|^2N
\sum_{\mathbf k}f(1-f')\,\delta(\omega+E-E'),
\end{equation}
where $N$ is the phonon occupation and the $\mathbf k$ sum includes spin and valley. For $E'=E+\omega$, $f'(1-f)=e^{-\omega/T}f(1-f')$, hence $f(1-f')=(N+1)(f-f')$. The inner sum is therefore $(N+1)A(-{\rm Im}\,\chi)/\pi$, and
\begin{equation}
\frac1\tau=\frac{N(N+1)}{nmT}\int_0^\infty\frac{dq}{2\pi}\,q^3\,A\left|\frac g\epsilon\right|^2(-{\rm Im}\,\chi).
\end{equation}
For intervalley scattering, replace $q$ by $p$, $\epsilon$ by $\epsilon_{\rm iv}$, and $A|g|^2$ by $D^2/(2\rho\omega)$, with $D$ the deformation potential and $\rho$ the mass per area. Both directions of transfer count, so the full $\chi$ remains in the rate. The factor $q^3$ suppresses the smallest wavevectors, where static and dynamic screening disagree.

The mobilities below solve the Boltzmann equation with energy-dependent $\tau$. They use $Z=3$, $M=70$ u, a cell mass of 350 u and $D=30$ eV/nm.

\begin{center}
\begin{tabular}{lcc}
mobility (cm$^2$/Vs) & unscreened & screened\\
polar branch & 310 & 1800\\
intervalley branch & 540 & 650\\
both branches & 190 & 460
\end{tabular}
\end{center}

The mobilities are rounded to two digits, and ratios are taken before rounding. Screening raises the polar-limited mobility 5.9 times and the intervalley-limited one 1.2 times. Static screening would give a polar-limited mobility about 5\% higher, so the frequency dependence of the screening matters little here. Omitting valence screening of $J$ raises the intervalley gain to 1.7, still far below the polar one.

A counterfactual isolates the cause. Keep the intervalley vertex, phonon energy and halved response, but replace $J$ by $W_0(p)$. The gain rises from 1.2 to 3.2. The short-range kernel is thus what keeps intervalley screening weak in this model.

\section{Where the contrast weakens}

At $10^{12}$ cm$^{-2}$ the polar gain is only 1.5, because few carriers are present to screen. At $3\times10^{13}$ cm$^{-2}$ it is 6.6, little more than at $10^{13}$. The static response $\Pi(0)$ still rises by about 55\% between these densities, but scattering moves to larger $q$, where the Coulomb kernel is weaker, and this offsets most of the increase. The higher density is a model value for the oxide assumed here: a single gate through silicon dioxide would need a field of about 14 MV/cm, above its usual breakdown field. The intervalley gain meanwhile grows to 1.4, so intervalley screening is weak only by comparison.

RPA also omits the attraction between an excited electron and the hole it leaves. A static estimate of its strength for one spin-valley pair is $\lambda=W_0\Pi/[4(1+W_0\Pi)]=0.153$ at the mean polar wavevector. Treating this attraction as constant multiplies vertex and response by $1/(1-\lambda)=1.18$. The static intervalley vertex then changes from $1/1.18=0.85$ of its bare value to $1.18/(1+0.175\times1.18)=0.98$. At $p=0$ the response is larger than at the mean polar wavevector, and the screened attraction is stronger at small momentum transfer, so this $\lambda$ is probably too low for the intervalley case. The small intervalley reduction may therefore be cancelled or even slightly reversed. The polar vertex at the mean wavevector moves only from 0.39 to 0.41, so the contrast survives this estimate.

The parameters lie in the rough range of strongly polar, n-type transition-metal dichalcogenide monolayers on an oxide, without representing a particular compound. The model also assumes that the side valleys between $\Gamma$ and $K$ lie well above the band edge, by about 0.2 eV or more; closer ones would hold carriers and open further scattering. The Born charge of 3 is higher than in many of these materials; in MoS$_2$ it is nearer 1, which makes polar scattering weaker. Room-temperature mobilities in real devices are often some tens of cm$^2$/Vs, a rough figure, against about 460 here. Real channels also have charged impurities, acoustic phonons and oxide phonons, all left out. They lower the mobility further, but the model does not show how much of the difference each explains. A spin splitting of 0.03 eV at fixed density lowers the static intervalley response by only 3\%, but it exceeds the 0.02 eV phonon energy and matters more for scattering. It raises $|\epsilon_{\rm iv}|$ at the phonon frequency to about 1.3 for $p\le0.1$ nm$^{-1}$, leaving it near 1.13 at 1 nm$^{-1}$. It also closes spin-conserving intervalley scattering for electrons within 0.01 eV of the lower band edge, so the intervalley mobilities above do not apply to a band split this much. With unscreened rates the inverse transport time is 0.012 eV and the mean out-scattering rate of a state is 0.017 eV, half to two thirds of $k_BT$ (screening lowers the latter to 0.004 eV), so the golden-rule mobilities are rough estimates, and their second digit describes the model rather than a material. Further values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
temperature 300 K, density 1.0e+13 cm^-2
mass 0.5 m_e, spin x valley degeneracy 4
lattice constant 0.35 nm, r0 5.0 nm, orbital s 0.08 nm
kappa 2.5, short-range valence constant 3.0
Born charge 3.0 e, reduced mass 70.0 u
cell mass 350.0 u, intervalley D 30.0 eV/nm
phonons: polar 0.03 eV, intervalley 0.02 eV
kT 0.0259 eV, Fermi energy at T=0 0.0239 eV
chemical potential 0.0109 eV
static response Pi(0) 2.523 /(eV nm^2)
lattice response Pi(Q) 1.289 /(eV nm^2)
single-parabola value at Q 0.0184 /(eV nm^2)
screening wavevector 2 pi Pi(0)/kappa 9.13 /nm
valley separation Q 11.97 /nm
mean polar wavevector 1.207 /nm
W0 at mean wavevector 0.878 eV nm^2
J bare 0.407, J reduced 0.136 eV nm^2
Hartree ratio at Q 0.6560, formula 0.6560
dipole-sum / formula: 0.9987, 0.9998
q (/nm): |eps| polar static, polar dynamic, intervalley
  0.02: 439.86, 0.19, 0.999
  0.10: 76.93, 5.30, 0.955
  0.30: 19.68, 15.86, 1.097
  0.60: 7.42, 6.96, 1.141
  1.00: 3.43, 3.31, 1.131
  1.50: 1.86, 1.84, 1.096
  2.00: 1.32, 1.32, 1.059
mobilities in cm2/Vs (Boltzmann solution)
  polar unscreened 306
  polar static screening 1887
  polar dynamic screening 1802
  intervalley unscreened 535
  intervalley screened 648
  intervalley screened, bare J 907
  both, unscreened 190
  both, screened 457
drifted-distribution bound, polar unscreened 272 cm2/Vs
drifted-distribution bound, polar dynamic 1282 cm2/Vs
mobility gain: polar 5.90, intervalley 1.210
intervalley gain with bare J 1.694
intervalley gain if J were W0 3.20
density (cm^-2): gain polar static, polar dynamic, intervalley
  1e+12: 1.70, 1.54, 1.026
  3e+12: 2.96, 2.73, 1.074
  1e+13: 6.18, 5.90, 1.210
  3e+13: 6.70, 6.62, 1.412
neglected: LO-TO shift at most 0.0011 eV
neglected: exchange-ladder strength about 0.153
neglected: 0.03 eV spin splitting, Pi(Q) times 0.969
neglected: band warping, Pi(Q) times 1.0218
neglected: collision broadening hbar/tau 0.0122 eV
\end{verbatim}
